# The Electron Ponderomotive Potential in a Nonuniform Rf Field

## Replacing the rf force by a potential

In a calculation of an inductive or microwave discharge one must decide how electrons respond to the rf field. One way is to follow their orbits through each rf period. Another is to replace the rf force by its average and move the electrons on the slow time scale, which is much cheaper. The average force comes from a potential proportional to the square of the field amplitude, under conditions set out below. It gives only the mean push: the electron heating that sustains the discharge is not contained in it and must be treated separately.

### Field and ordering

An electron of charge $-e$ and mass $m$ moves in an rf field of angular frequency $\omega$, with no static magnetic field:

$$\mathbf E(\mathbf r,t)=\mathrm{Re}\,[\tilde{\mathbf E}(\mathbf r)e^{-i\omega t}]. \tag{1}$$

The complex amplitude $\tilde{\mathbf E}$ is steady in time and varies over a length $L$. Its squared size is $|\tilde{\mathbf E}|^2=\sum_j|\tilde E_j|^2$. For linear polarization $|\tilde{\mathbf E}|$ is the peak field $E$, not the rms field. For a circularly polarized field of constant magnitude $E_r$, $\tilde{\mathbf E}=E_r(\hat{\mathbf x}+i\hat{\mathbf y})$ and $|\tilde{\mathbf E}|^2=2E_r^2$.

A nonuniform electric field generally has a curl, and so brings a magnetic field with it. Faraday's law, $\nabla\times\mathbf E=-\partial_t\mathbf B$, becomes $\nabla\times\tilde{\mathbf E}=i\omega\tilde{\mathbf B}$, or

$$\tilde{\mathbf B}=\frac{\nabla\times\tilde{\mathbf E}}{i\omega}. \tag{2}$$

Write the position as $\mathbf r=\mathbf R+\boldsymbol\xi$, where $\mathbf R$ is the slowly moving centre and $\boldsymbol\xi$ the rapid quiver. Three quantities are taken to be small: the quiver amplitude over $L$, the distance $V/\omega$ drifted in one radian of the rf cycle over $L$, and the collision rate over $\omega$. The motion is nonrelativistic.

### The quiver

To first order in the field, the electron feels the electric field at its centre, $m\dot{\mathbf v}=-e\mathbf E(\mathbf R,t)$. The magnetic force on the drift, $-e\mathbf V\times\mathbf B$, is smaller by $V/(\omega L)$, by Eq. (2), and is dropped. Since $d/dt\to-i\omega$, we have $-i\omega m\tilde{\mathbf v}=-e\tilde{\mathbf E}$. With $1/i=-i$, and then $\tilde{\boldsymbol\xi}=\tilde{\mathbf v}/(-i\omega)$,

$$\tilde{\mathbf v}=-\frac{ie\tilde{\mathbf E}}{m\omega},\qquad
\tilde{\boldsymbol\xi}=\frac{e\tilde{\mathbf E}}{m\omega^2}. \tag{3}$$

The displacement is parallel to the field and in phase with it, although the force on a negative charge is opposite to the field. This is the response of a free particle driven with no restoring force: displacement and acceleration have opposite signs.

### The averaged force

The first-order force averages to zero. At second order there are two contributions. The electron samples the electric field at $\mathbf R+\boldsymbol\xi$, and its quiver velocity crosses the rf magnetic field:

$$\mathbf F=-e\left\langle(\boldsymbol\xi\cdot\nabla)\mathbf E+\mathbf v\times\mathbf B\right\rangle. \tag{4}$$

Both terms are of order $e^2E^2/(m\omega^2L)$, so neither may be dropped in general. The average of a product of two oscillations with complex amplitudes $a$ and $b$ is $\tfrac12\mathrm{Re}(a^*b)$, because the parts at $2\omega$ average to zero. Hence

$$\mathbf F=-\frac e2\,\mathrm{Re}\left[(\tilde{\boldsymbol\xi}^*\cdot\nabla)\tilde{\mathbf E}+\tilde{\mathbf v}^*\times\tilde{\mathbf B}\right]. \tag{5}$$

From Eq. (3), $\tilde{\mathbf v}^*=+ie\tilde{\mathbf E}^*/(m\omega)$. Multiplied by the $1/(i\omega)$ of Eq. (2), the factors $i$ cancel and leave $e/(m\omega^2)$, the same factor as in $\tilde{\boldsymbol\xi}^*$. Thus

$$\mathbf F=-\frac{e^2}{2m\omega^2}\mathrm{Re}\left[(\tilde{\mathbf E}^*\cdot\nabla)\tilde{\mathbf E}+\tilde{\mathbf E}^*\times(\nabla\times\tilde{\mathbf E})\right]. \tag{6}$$

The double cross product follows from $\sum_k\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$:

$$[\tilde{\mathbf E}^*\times(\nabla\times\tilde{\mathbf E})]_i=\sum_j\tilde E_j^*\partial_i\tilde E_j-\sum_j\tilde E_j^*\partial_j\tilde E_i. \tag{7}$$

The last sum is the $i$ component of $(\tilde{\mathbf E}^*\cdot\nabla)\tilde{\mathbf E}$, so it cancels the first term of Eq. (6). What remains has the real part

$$\mathrm{Re}\sum_j\tilde E_j^*\nabla\tilde E_j
=\frac12\sum_j(\tilde E_j^*\nabla\tilde E_j+\tilde E_j\nabla\tilde E_j^*)
=\frac12\nabla|\tilde{\mathbf E}|^2. \tag{8}$$

Therefore

$$\mathbf F=-\nabla\Phi,\qquad \boxed{\Phi=\frac{e^2|\tilde{\mathbf E}|^2}{4m\omega^2}}. \tag{9}$$

One factor $\tfrac12$ came from the time average and the other from writing the product as a gradient. The charge enters squared, so the force pushes either sign of charge towards weaker field. Nothing in Eqs. (6)–(8) required linear polarization or a uniform phase.

### Where the energy goes

The mean kinetic energy of the quiver is

$$\frac m2\langle v^2\rangle=\frac m4|\tilde{\mathbf v}|^2=\frac{e^2|\tilde{\mathbf E}|^2}{4m\omega^2}=\Phi. \tag{10}$$

Between collisions the centre obeys $m\dot{\mathbf V}=-\nabla\Phi$. Taking the product with $\mathbf V$, and using the steadiness of the amplitude, gives

$$\tfrac12mV^2+\Phi(\mathbf R)=W=\text{constant}. \tag{11}$$

At this order, drift energy lost on the way into a strong field reappears as quiver energy.

### A transverse skin-layer field

Let a dielectric window lie at $z=0$, with plasma at $z>0$, and take the tangential field $E_y=E_0e^{-z/\delta}\cos\omega t$. The quiver is along $y$, where the field does not vary, so $(\boldsymbol\xi\cdot\nabla)\mathbf E=0$ and the electric term in Eq. (4) vanishes. The magnetic field follows from $\partial_tB_x=\partial_zE_y=-E_y/\delta$, and the quiver velocity from $m\dot v_y=-eE_y$:

$$B_x=-\frac{E_0}{\omega\delta}e^{-z/\delta}\sin\omega t,\qquad
v_y=-\frac{eE_0}{m\omega}e^{-z/\delta}\sin\omega t. \tag{12}$$

Because $(\mathbf v\times\mathbf B)_z=-v_yB_x$ here, the force is $F_z=+ev_yB_x$. The two minus signs cancel and $\langle\sin^2\omega t\rangle=\tfrac12$, so

$$\langle F_z\rangle=\frac{e^2E_0^2}{2m\omega^2\delta}e^{-2z/\delta}=\frac{2\Phi_0}{\delta}e^{-2z/\delta},\qquad \Phi_0=\frac{e^2E_0^2}{4m\omega^2}. \tag{13}$$

This is $-d\Phi/dz$ for $\Phi=\Phi_0e^{-2z/\delta}$. The push is into the plasma and is wholly magnetic. In the opposite case, a field $E_z(z)$ along its own gradient, the curl is zero and the same potential comes wholly from the electric term.

Consider an electron with no tangential drift and $W<\Phi_0$. With $s=e^{z/\delta}$ we have $\dot s=sV/\delta$, and Eq. (11) becomes

$$\dot s^2=\frac{s^2}{\delta^2}\frac2m\left(W-\frac{\Phi_0}{s^2}\right)=\frac{2W}{m\delta^2}\left(s^2-\frac{\Phi_0}{W}\right). \tag{14}$$

Since $\cosh^2-1=\sinh^2$, the solution that turns at time $t_0$ is

$$e^{z/\delta}=\sqrt{\frac{\Phi_0}{W}}\cosh\left[\sqrt{\frac{2W}{m}}\,\frac{t-t_0}{\delta}\right],\qquad
z_t=\frac\delta2\ln\frac{\Phi_0}{W}. \tag{15}$$

### Collisions

Let collisions act as a linear drag $-m\nu\mathbf v$. The first-order equation is then $(\nu-i\omega)m\tilde{\mathbf v}=-e\tilde{\mathbf E}$. Dividing $\tilde{\mathbf v}$ by $-i\omega$, and using $(\nu-i\omega)(-i\omega)=-\omega(\omega+i\nu)$, gives

$$\tilde{\boldsymbol\xi}=\frac{e\tilde{\mathbf E}}{m\omega(\omega+i\nu)}. \tag{16}$$

Since $\tilde{\mathbf v}^*=i\omega\tilde{\boldsymbol\xi}^*$, the cancellation in Eq. (7) still works, and Eq. (5) reduces to $\mathbf F=-\tfrac e2\mathrm{Re}\sum_j\tilde\xi_j^*\nabla\tilde E_j$. Write $\sum_j\tilde E_j^*\nabla\tilde E_j=\tfrac12\nabla|\tilde{\mathbf E}|^2+i\mathbf K$ with $\mathbf K$ real. The conjugate of Eq. (16) contains $1/(\omega-i\nu)=(\omega+i\nu)/(\omega^2+\nu^2)$, so

$$\mathbf F=-\frac{e^2\nabla|\tilde{\mathbf E}|^2}{4m(\omega^2+\nu^2)}+\frac{e^2\nu\,\mathbf K}{2m\omega(\omega^2+\nu^2)}. \tag{17}$$

The first term is the earlier force reduced by $1+\nu^2/\omega^2$. The second needs both collisions and a varying phase. For a phase factor $e^{ikz}$, $K_z=k|\tilde{\mathbf E}|^2$. The mean absorbed power is $P=m\nu|\tilde{\mathbf v}|^2/2=e^2\nu|\tilde{\mathbf E}|^2/[2m(\omega^2+\nu^2)]$, so the second term equals $kP/\omega$: the momentum delivered with the absorbed wave energy. In general it is not the gradient of a potential.

For a sense of its size, take $\tilde E_y\propto e^{(0.7i-1)z/L}$ with $\nu=0.4\,\omega$. The second term then supplies 22% of the total force, since the two terms stand in the ratio $0.7\,\nu/\omega:1$.

### Thermal electrons at a reflecting wall

Where $\Phi_0$ is well below the electron temperature, most electrons are too energetic to be turned by $\Phi$. Suppose one reaches the wall with normal speed $v$ and tangential speed $u$, and is reflected there at $t=0$, in a time short compared with $1/\omega$. To first order in the field its path is $z=v|t|$, and the work done on it is

$$\Delta W=-euE_0\int_{-\infty}^{\infty}e^{-v|t|/\delta}\cos(\omega t+\varphi)\,dt, \tag{18}$$

where $\varphi$ is the rf phase at reflection. The part odd in $t$ drops out, leaving $\cos\varphi$ times twice $\int_0^\infty e^{-\kappa t}\cos\omega t\,dt=\kappa/(\kappa^2+\omega^2)$, with $\kappa=v/\delta$. In terms of $q=v/(\omega\delta)$,

$$\Delta W=-\frac{eE_0u}{\omega}\,\frac{2q}{1+q^2}\cos\varphi. \tag{19}$$

At this first order in the field it averages to zero over phase, but its rms value, the amplitude divided by $\sqrt2$, need not be small beside $\Phi_0$. For $q\ll1$,

$$\frac{|\Delta W|_{\max}}{\Phi_0}\simeq\frac{8uq}{v_q},\qquad v_q=\frac{eE_0}{m\omega}. \tag{20}$$

When the thermal speed exceeds the quiver speed $v_q$, as in both cases below, the requirement that $8uq/v_q$ be small is stricter than $q\ll1$. If it fails, Eq. (11) does not describe an individual visit to the wall, even where the mean force is still useful.

### A microwave discharge in numbers

Take an argon plasma with a 2.45 GHz field entering through a window, with $E_0=100$ V/cm and $\delta=8$ mm. With $\omega=1.539\times10^{10}$ rad/s,

$$\Phi_0=\frac{(1.602\times10^{-19}\times10^4)^2}{4(9.109\times10^{-31})(1.539\times10^{10})^2}\ \mathrm J=2.97\times10^{-21}\ \mathrm J, \tag{21}$$

which is 18.6 meV. The quiver amplitude is 7.4 µm, or $9.3\times10^{-4}$ of the decay length, and $v_q=1.14\times10^5$ m/s. The rf magnetic field at the window, $E_0/(\omega\delta)$, is 0.81 G. Small as it is, it carries the whole mean force. That force, $2\Phi_0/\delta$, equals the force of a static field of 0.046 V/cm.

In the rf field alone, an electron with $W=\Phi_0/2=9.3$ meV should turn at $z_t=(8\ \mathrm{mm}/2)\ln2=2.77$ mm. Its full Lorentz equation was integrated numerically with an adaptive Runge–Kutta method, starting 16 mm from the window with no tangential drift and followed for 1603 rf periods. Averaged over each period, the orbit turned at 2.77 mm and stayed within 0.003 µm of Eq. (15). That figure is for a start at rf phase zero; at another starting phase the small normal velocity oscillation at $2\omega$ shifts the initial drift, and the gap can reach about 0.2 µm. At the turning point its mean quiver energy equalled $W$ to the four digits computed, as Eqs. (10) and (11) require. This orbit tests the formula; it is not the path of an electron in the plasma. A collisionless skin depth of 8 mm implies about $5\times10^{17}$ electrons per m³, and at that density Coulomb collisions with 3 eV electrons would give so slow an electron more than its own energy within about a nanosecond, long before it turned.

A thermal electron behaves differently. At an electron temperature of 3 eV, the rms speed in one direction is $7.26\times10^5$ m/s, so $q=0.0059$. With $u$ and $v$ both equal to this speed, Eq. (19) gives an rms energy change of 3.9 meV per visit, about 21% of $\Phi_0$. This value assumes sudden reflection. In a discharge the sheath or presheath turns the electron, and at this frequency $\omega\lambda_D/v\approx0.4$ for a Debye length $\lambda_D\approx18$ µm, so the turning is not fast beside the rf cycle. The change is then smaller: about 1 meV in a fluid sheath model for an electron with this normal speed at the sheath edge, and negligible for one turned in the presheath. The potential itself is 0.6% of the electron temperature, a weak perturbation of the thermal population.

### The inductive case

Now take 13.56 MHz, 1 V/cm and $\delta=20$ mm, with the same gas and electron temperature. Equation (13) gives a nominal $\Phi_0$ of 61 meV. The field is 100 times weaker than in the microwave case, but the frequency is 181 times lower, and $\Phi_0$ depends on the ratio $E_0/\omega$ squared.

The larger number is less trustworthy. Here $q=0.43$: a thermal electron crosses a good part of the layer in one radian of the rf cycle. Equation (19) gives an rms energy change of 435 meV. Collisionless numerical orbits started $15\delta$ from the wall, at 16 equally spaced phases, give 434 meV, together with a mean gain of about 45 meV per visit that first appears at second order in the field. The rms change is about seven times the nominal $\Phi_0$, so for these electrons the skin layer is not a static potential hill, and their orbits or an equivalent nonlocal kinetic response must be calculated.

The same conclusion follows at still lower frequency. At fixed field and scale length, Eq. (9) grows as $1/\omega^2$, but so does the quiver amplitude, while $q$ grows as $1/\omega$. The divergence at $\omega\to0$ therefore lies outside the range of the derivation.

### Beside real discharges

The parameters of both cases are rough typical values, and fields in particular vary widely between devices; a factor of two in $E_0$ changes $\Phi_0$ by four. The microwave field assumed here illustrates the force and is not the result of a power balance. At the pressure given next, and with about 60 eV lost per ion reaching the wall, its collisional heating would cover only a small part of the loss: a few per cent if the sheath-edge density is near that in the skin layer, and of order 10% if it is a fifth of it. A real discharge would need a stronger field or another heating channel, such as the resonance mentioned below. For argon at 10 mTorr and 400 K, with a round momentum-transfer cross-section of $10^{-19}$ m², the collision rate (gas density times cross-section times mean electron speed) is $2.8\times10^7$ s⁻¹. At 2.45 GHz, $\nu/\omega=0.0018$ and the correction to $\Phi$ is a few parts per million. At 13.56 MHz, $\nu/\omega=0.33$ and the gradient term in Eq. (17) falls by about 10%; a collisional skin field also has a varying phase, $k\delta\approx0.16$, and the second term restores about half of this, leaving a net fall of about 5%. Thermal motion is thus the more serious failure in the inductive case. Relativistic corrections are negligible, since $(v_q/c)^2\approx10^{-7}$ for the quiver in the microwave case and $(v/c)^2\sim10^{-5}$ for the thermal motion, as is the argon ion's own potential, smaller by the mass ratio $1.4\times10^{-5}$. The model leaves out the wall sheath, whose potential is typically several times the electron temperature and so far exceeds $\Phi_0$; it turns most electrons before they reach the window. The ambipolar field of the plasma is left out too. A potential drop of one electron temperature over 10 cm gives 0.3 V/cm, several times the static field equivalent to the mean rf force in the microwave case. The model also leaves out the rf field component normal to the window, which can become large where the local plasma frequency matches the wave frequency. There $\Phi$ must be evaluated from the actual local field, and the condition on $L$ examined again.
